# Tuning the range-separation parameter and testing the straightness of E(N)

## Result

A long-range corrected functional contains a parameter \(\omega\) that sets the distance beyond which Hartree-Fock exchange replaces local exchange. Let \(E(f)\) be its energy for \(N-1+f\) electrons with \(0\le f\le1\), at fixed nuclei, and let \(I=E(0)-E(1)\) be the vertical ionization energy. Tuning means solving

\[
J(\omega)\equiv\varepsilon_{\rm HOMO}(\omega)+I(\omega)=0 ,
\]

where \(\varepsilon_{\rm HOMO}\) belongs to the \(N\)-electron system. The mismatch is a weighted curvature,

\[
J=\int_0^1 f\,E''(f)\,df . \tag{1}
\]

If \(E(f)\) is convex at \(\omega=0\) and concave as \(\omega\to\infty\), and is not a straight line in either limit, then \(J\) changes sign, and a root lies between the limits provided that \(J\) is continuous. At the root one weighted average of the curvature vanishes. This does not make \(E(f)\) a straight line, so straightness has to be tested separately.

For water, with the functional and basis given below, the root is \(\omega^*=1.032\) Å\(^{-1}\) (0.546 bohr\(^{-1}\)). This value is specific to the basis: it moves to about 1.02 Å\(^{-1}\) in aug-cc-pVTZ. The largest deviation from a straight line at \(f=0.25,\,0.5,\,0.75\) is 0.017 eV (about 0.019 eV between these samples), against 1.49 eV for the local functional.

## A model solved by hand

Take one orbital with occupation \(f\) and energy \(h\). An imperfect functional leaves it a self-repulsion \(\tfrac12uf^2\). The other electrons are represented by one coordinate \(x\), with stiffness \(k>0\), that responds to the missing charge \(1-f\) with coupling \(g\):

\[
E(f,x)=hf+\tfrac12uf^2+\tfrac12kx^2-gx(1-f).
\]

Setting \(\partial E/\partial x=kx-g(1-f)=0\) gives \(x=g(1-f)/k\). At this point the last two terms are

\[
\frac{g^2(1-f)^2}{2k}-\frac{g^2(1-f)^2}{k}=-\tfrac12r(1-f)^2,\qquad r=\frac{g^2}{k}.
\]

Hence

\[
E(f)=hf+\tfrac12uf^2-\tfrac12r(1-f)^2,\qquad E''=u-r .
\]

Self-repulsion makes the curve convex and relaxation makes it concave. The slope at the \(N\)-electron end, which plays the part of the HOMO energy, is \(E'(1)=h+u\). The ionization energy is

\[
I=E(0)-E(1)=-\tfrac12r-h-\tfrac12u .
\]

Their sum is \(J=\tfrac12(u-r)\), in agreement with (1), because \(\int_0^1f\,df=\tfrac12\).

Now let exact exchange remove a fraction \(s\) of the initial self-repulsion, \(u=u_0(1-s)\). At \(s=0\), \(J=\tfrac12(u_0-r)\), which is positive if \(u_0>r\). At \(s=1\), \(J=-\tfrac12r\), which is negative. The root is

\[
s^*=1-\frac{r}{u_0}.
\]

The best setting therefore does not remove all the self-repulsion. It leaves just enough to balance relaxation.

The water calculation supplies values for the two parameters. Here and below, "mean curvature" denotes \(4[E(0)-2E(\tfrac12)+E(1)]\), the average of \(E''\) with weight \(4\min(f,1-f)\). It equals \(E''\) when the curvature is constant, but in general it differs from the unweighted \(\int_0^1E''\,df\). With the local functional, the mean curvature is 17.021 eV if the orbitals are frozen in their neutral form and 11.935 eV if they relax. Thus \(u_0=17.02\) eV and \(r=17.021-11.935=5.09\) eV. The model predicts

\[
J(s=0)=5.97\ \text{eV},\qquad J(s=1)=-2.54\ \text{eV},\qquad s^*=0.70 .
\]

The full calculation gives 5.83 eV for the local limit. The counterpart of \(s=1\), zero frozen curvature, is pure Hartree-Fock, where \(J=-2.85\) eV. Full exchange plus VWN gives −2.68 eV, but its closeness to −2.54 eV does not test the model. That functional keeps a frozen curvature of 0.32 eV, and half its own relaxed curvature of −4.58 eV is only −2.29 eV. At the tuned point the frozen curvature is 5.40 eV, so the fraction removed is about \(1-5.40/17.02=0.68\), where each curvature is taken with the neutral orbitals of its own functional. The model reproduces the signs of the two limits and roughly the tuned balance, but its constant curvature makes \(E(f)\) straight at the root. A molecule need not behave that way.

## The functional

Atomic units are used in the algebra. Let \(\gamma_\sigma\) be the one-particle density matrix of spin \(\sigma\), \(n_\sigma\) its density and \(n=n_\uparrow+n_\downarrow\). The Coulomb interaction is split as

\[
\frac1r=\frac{\operatorname{erf}(\omega r)}r+\frac{\operatorname{erfc}(\omega r)}r .
\]

The energy is

\[
\begin{aligned}
E={}&\sum_\sigma{\rm Tr}(\hat h\gamma_\sigma)+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\\
&-\frac12\sum_\sigma\iint|\gamma_\sigma(\mathbf r,\mathbf r')|^2\frac{\operatorname{erf}(\omega|\mathbf r-\mathbf r'|)}{|\mathbf r-\mathbf r'|}
+E_x^{\rm SR}+E_c+E_{nn},
\end{aligned}
\]

where \(\hat h\) holds the kinetic energy and nuclear attraction, and \(E_{nn}\) is the nuclear repulsion. The short-range exchange is local: at each point, \(\gamma_\sigma\) is replaced by the density matrix \(\gamma^{\rm u}_\sigma\) of a uniform gas with the local spin density,

\[
E_x^{\rm SR}=-\frac12\sum_\sigma\int d^3r\int d^3u\,|\gamma^{\rm u}_\sigma(u)|^2\,\frac{\operatorname{erfc}(\omega u)}u .
\]

\(E_c\) is the VWN local correlation energy (the VWN5 fit). At \(\omega=0\) this is the local density approximation (LDA). As \(\omega\to\infty\) it becomes full Hartree-Fock exchange plus VWN.

For fractional \(f\), all occupied spin orbitals have occupation 1 except one frontier orbital \(\varphi\), which has occupation \(f\). In water \(\varphi\) has spin down. The two spins may have different orbitals.

## Why the mismatch measures curvature

Let \(\hat F_\sigma\) be the derivative of \(E\) with respect to \(\gamma_\sigma\), so that \(\delta E=\sum_\sigma{\rm Tr}(\hat F_\sigma\delta\gamma_\sigma)\). At self-consistency the orbitals are eigenfunctions of \(\hat F_\sigma\), and therefore \([\hat F_\sigma,\gamma_\sigma]=0\).

When \(f\) changes, the density matrix changes in two ways. The orbitals rotate, giving \(\delta\gamma_\sigma=[X_\sigma,\gamma_\sigma]\) with \(X_\sigma\) anti-Hermitian. By cyclic invariance of the trace, this contributes

\[
{\rm Tr}(\hat F_\sigma[X_\sigma,\gamma_\sigma])={\rm Tr}(X_\sigma[\gamma_\sigma,\hat F_\sigma])=0 .
\]

The occupation also changes, giving \(\delta\gamma=\delta f\,|\varphi\rangle\langle\varphi|\). What remains is Janak's theorem,

\[
E'(f)=\langle\varphi|\hat F|\varphi\rangle=\varepsilon(f),
\]

with \(\varepsilon(f)\) the frontier eigenvalue. For tuned water at \(f=0.5\), a finite difference of total energies gives −13.3921 eV and the eigenvalue is −13.3920 eV.

Integrating the slope gives \(\int_0^1\varepsilon\,df=E(1)-E(0)=-I\). Since \(\varepsilon(1)=\varepsilon_{\rm HOMO}\), integration by parts yields

\[
\int_0^1fE''\,df=\bigl[f\varepsilon\bigr]_0^1-\int_0^1\varepsilon\,df=\varepsilon_{\rm HOMO}+I=J ,
\]

which is (1). The cation end supplies a second number, which tuning does not use:

\[
S\equiv\varepsilon(0)+I=-\int_0^1(1-f)E''\,df .
\]

It follows from \(\int_0^1(1-f)\varepsilon'\,df=-\varepsilon(0)+\int_0^1\varepsilon\,df=-\varepsilon(0)-I\). Here \(\varepsilon(0)\) is the energy of the empty frontier orbital of the cation.

## The two limits

**Full exchange.** Consider pure Hartree-Fock first. For fixed orbitals with occupations \(n_i\),

\[
E=E_{nn}+\sum_in_ih_i+\frac12\sum_{ij}n_in_j\left[(ii|jj)-\delta_{\sigma_i\sigma_j}(ij|ji)\right],
\]

where \((ij|kl)\) are Coulomb integrals. A term in \(f^2\) can come from \(i=j\) equal to the frontier orbital alone, and its bracket is \((\varphi\varphi|\varphi\varphi)-(\varphi\varphi|\varphi\varphi)=0\). So for each orbital set \(\Phi\) the energy \(E_\Phi(f)\) is affine in \(f\).

Let \(E(f)=\min_\Phi E_\Phi(f)\), and let \(f=\lambda f_1+(1-\lambda)f_2\) with \(0\le\lambda\le1\). For every \(\Phi\),

\[
E_\Phi(f)=\lambda E_\Phi(f_1)+(1-\lambda)E_\Phi(f_2)\ge\lambda E(f_1)+(1-\lambda)E(f_2).
\]

Minimizing the left side over \(\Phi\) shows that \(E(f)\) is concave. Therefore \(J\le0\) in Hartree-Fock, provided that the self-consistent solution is the global minimum.

Adding VWN correlation takes the functional outside this proof, so the sign must be computed. For water the frozen mean curvature becomes 0.32 eV instead of zero, while the relaxed one is −4.58 eV. The limit remains concave at the sampled occupations, with \(J=-2.68\) eV.

**Local exchange.** At \(\omega=0\) the Hartree energy still contains \(\tfrac12f^2(\varphi\varphi|\varphi\varphi)\), and local exchange need not cancel it. No general theorem is claimed here: convexity is a property to be checked for each molecule. For water the frozen curvature of 17.02 eV outweighs relaxation, all sampled second differences are positive, and \(J=5.83\) eV.

**Leaving the local limit.** The first effect of a small \(\omega\) can be derived. Use \(\operatorname{erf}(\omega r)/r\to2\omega/\sqrt\pi\). The long-range exchange contributes

\[
-\frac12\,\frac{2\omega}{\sqrt\pi}\sum_\sigma{\rm Tr}(\gamma_\sigma^2)=-\frac{\omega}{\sqrt\pi}\sum_in_i^2 .
\]

The local exchange loses its long-range part. In a uniform gas the plane-wave occupations are 0 or 1, so \(\gamma^{\rm u}_\sigma\) equals its own square and \(\int|\gamma^{\rm u}_\sigma(u)|^2d^3u=n_\sigma\). The change in local exchange is then

\[
+\frac12\,\frac{2\omega}{\sqrt\pi}\sum_\sigma\int n_\sigma\,d^3r=+\frac{\omega}{\sqrt\pi}\sum_in_i .
\]

Occupations 0 and 1 cancel in the sum of the two, since \(n_i-n_i^2=0\). The frontier orbital remains:

\[
E(f;\omega)\simeq E(f;0)+\frac{\omega}{\sqrt\pi}f(1-f).
\]

Orbital changes do not enter at this order, because the energy at \(\omega=0\) is stationary. The added term vanishes at both ends, so \(I\) is unchanged at first order. Its slope at \(f=1\) is \(-\omega/\sqrt\pi\), hence

\[
\left.\frac{dJ}{d\omega}\right|_{\omega=0}=-\frac1{\sqrt\pi}.
\]

A finite difference between \(\omega=0\) and \(\omega=0.01\) bohr\(^{-1}\) gives −0.5649 in atomic units, against −0.5642 from the formula. Increasing \(\omega\) from zero therefore starts by reducing a positive mismatch.

## Existence of the root

Suppose \(J(0)>0\) and \(J(\omega)\to J(\infty)<0\). Then \(J\) is negative at some finite \(\omega\). If \(J\) is continuous up to that value, the intermediate value theorem gives at least one root with \(0<\omega^*<\infty\).

Continuity can fail. A switch of the lowest cation solution leaves \(I\) continuous, because the two energies are equal at the crossing. But if the lowest \(N\)-electron solution switches to another state as \(\omega\) varies, \(\varepsilon_{\rm HOMO}\) can jump, and \(J\) can change sign without passing through zero. The theorem also says nothing about uniqueness, which is why a scan should precede the root search.

## The algorithm

1. Choose the molecule, the geometry, the basis and a long-range corrected functional.
2. At each trial \(\omega\), converge both the \(N\)- and the \((N-1)\)-electron systems. Both energies in \(I\) must use the same \(\omega\), since different values define different functionals.
3. Form \(J=\varepsilon_{\rm HOMO}+I\) on a coarse scan and find an interval with a sign change.
4. Solve \(J=0\) inside that interval with a bracketing method.
5. At the root, compute \(S\) from the cation, and then \(E(f)\) at several fractional occupations.

Step 5 is the test of straightness. Repeating step 4 more tightly cannot replace it.

## Tuning water

The molecule has O–H distances of 0.96 Å and an angle of 104.5°. The basis is 6-31++G**. The scan gives:

| \(\omega\) (Å\(^{-1}\)) | \(J\) (eV) |
|---:|---:|
| 0 | 5.83 |
| 0.4 | 2.82 |
| 0.8 | 0.80 |
| 1.2 | −0.46 |
| 1.6 | −1.25 |
| 2.4 | −2.06 |
| 4.0 | −2.54 |
| ∞ | −2.68 |

There is one sign change on this scan. A straight line through the two neighbouring points estimates the root as

\[
\omega\approx0.8+0.4\,\frac{0.802}{0.802+0.458}=1.05\ \text{Å}^{-1}.
\]

Brent's method, with new self-consistent solutions at each step, gives 1.032 Å\(^{-1}\). There \(I=13.42\) eV and \(\varepsilon_{\rm HOMO}=-13.42\) eV. In the LDA the corresponding numbers are 13.11 eV and −7.29 eV. Tuning changes the eigenvalue by about 6 eV and the energy difference by 0.3 eV.

## Testing straightness

Measure the deviation from the line joining the endpoints:

\[
D(f)=E(f)-(1-f)E(0)-fE(1).
\]

It satisfies \(D(0)=D(1)=0\). The line has slope \(E(1)-E(0)=-I\), so \(D'(f)=\varepsilon(f)+I\), with \(D'(0)=S\) and \(D'(1)=J\).

A cubic that vanishes at both ends has the form \(p=f(1-f)(\alpha+\beta f)\). Its end slopes are \(p'(0)=\alpha\) and \(p'(1)=-(\alpha+\beta)\). Matching them gives \(\alpha=S\) and \(\beta=-S-J\), so

\[
p(f)=S\,f(1-f)^2-J\,f^2(1-f).
\]

The error of this form can be found if \(E\) is four times differentiable. Fix \(f\) between 0 and 1 and define \(G(t)=D(t)-p(t)-Kt^2(1-t)^2\), with \(K\) chosen so that \(G(f)=0\). \(G\) vanishes at \(0,f,1\), so \(G'\) vanishes at two points between them, and also at 0 and 1. With four zeros of \(G'\), repeated use of Rolle's theorem gives a point \(\xi\) where \(G''''(\xi)=0\). Since \(p''''=0\) and the fourth derivative of \(t^2(1-t)^2\) is 24, \(K=E''''(\xi)/24\), and

\[
D(f)=p(f)+\frac{E''''(\xi)}{24}f^2(1-f)^2 .
\]

At the tuned point \(J=0\), and the cubic part is \(Sf(1-f)^2\). Its derivative, \(S(1-f)(1-3f)\), vanishes at \(f=1/3\), where the size is \(4|S|/27\).

For water \(S=-0.109\) eV. At half occupation the cubic estimate is \(-0.109/8=-0.014\) eV, while the calculated deviation is −0.017 eV. The sampled deviations are:

| \(f\) | LDA (eV) | tuned (eV) | full exchange + VWN (eV) |
|---:|---:|---:|---:|
| 0.25 | −1.128 | −0.017 | 0.397 |
| 0.50 | −1.492 | −0.017 | 0.572 |
| 0.75 | −1.107 | −0.007 | 0.464 |

The largest sampled tuned deviation is about 1.15% of the LDA value and 3.0% of the full-exchange value. The cubic places the extremum at \(f=1/3\), between two samples. Sampling in steps of \(1/8\) puts it near \(f=0.37\), with size 0.019 eV. The cubic estimate misses about one fifth of the tuned deviation at \(f=0.5\), so the fourth-order term matters once the lower-order ones have been made small. For water, \(S\) still gives the correct sign and scale without a fractional-occupation calculation. The error formula does not guarantee this in general, because it leaves \(E''''\) unbounded.

The remaining negative \(D\) shows a slight net convexity. Indeed \(\int_0^1E''\,df=J-S=0.109\) eV, although \(\int_0^1fE''\,df=0\). A continuous curvature that is not identically zero can satisfy the second condition only by changing sign. Here positive curvature at smaller \(f\) is balanced, with weight \(f\), by negative curvature at larger \(f\).

## What tuning does not establish

A straight line can have the wrong slope. Adding a term \(cf\) to \(E(f)\) changes \(\varepsilon_{\rm HOMO}\) by \(c\) and \(I\) by \(-c\). It leaves \(J\), \(S\) and \(D\) unchanged. The agreement of \(-\varepsilon_{\rm HOMO}\) with \(I\) is thus internal consistency, not evidence that 13.42 eV is the true ionization energy. The functional is approximate, and the numbers are not converged with the basis to the digits shown. In aug-cc-pVDZ the root is 1.029 Å\(^{-1}\), with \(I=13.45\) eV, \(S=-0.111\) eV and \(D(0.5)=-0.017\) eV. In aug-cc-pVTZ, \(J=-0.04\) eV at 1.032 Å\(^{-1}\), which places the root near 1.02 Å\(^{-1}\), with \(I\approx13.46\) eV.

The condition also concerns electron removal alone. The segment from \(N\) to \(N+1\) electrons has its own mismatch, and one parameter cannot in general make two independent mismatches vanish. If that segment matters, its curvature must be computed too.

The numerical check evaluates the limits, the root and the fractional-occupation energies used here.

## Computed results

```
water: O-H 0.96 angstrom, angle 104.5 degree
basis 6-31++g**, 30 functions, 10128 grid points
integrated electron number 9.99995
attenuation function, largest error 3.3e-16
neutral LDA energy minus PySCF 2.6e-11 eV
cation HF energy minus PySCF 2.1e-10 eV
dJ/domega at 0: -0.5649, theory -0.5642 (a.u.)
midpoint bow slope: 0.1412, theory 0.1410 (a.u.)
|J(20/bohr)-J(infinity)| = 0.00001 eV
omega  0.0 1/angstrom: J =   5.8251 eV
omega  0.4 1/angstrom: J =   2.8233 eV
omega  0.8 1/angstrom: J =   0.8023 eV
omega  1.2 1/angstrom: J =  -0.4575 eV
omega  1.6 1/angstrom: J =  -1.2462 eV
omega  2.4 1/angstrom: J =  -2.0622 eV
omega  4.0 1/angstrom: J =  -2.5426 eV
omega  inf 1/angstrom: J =  -2.6777 eV
tuned omega = 1.0322 1/angstrom = 0.5462 1/bohr
J at tuned omega, finer grid = -0.0000 eV
Janak f=0.5: dE/df -13.3921, eps -13.3920 eV
LDA: I 13.1145, eps(1) -7.2894, eps(0) -19.1552 eV
  J 5.8251, S -6.0407 eV
  D at f=0.25,0.50,0.75: -1.1277, -1.4919, -1.1069 eV
  Hermite prediction:    -1.1225, -1.4832, -1.1023 eV
  mean curvature: frozen 17.0212, relaxed 11.9353 eV
  |integral of eps + I| = 0.00003 eV
tuned: I 13.4175, eps(1) -13.4175, eps(0) -13.5268 eV
  J -0.0000, S -0.1093 eV
  D at f=0.25,0.50,0.75: -0.0170, -0.0172, -0.0073 eV
  Hermite prediction:    -0.0154, -0.0137, -0.0051 eV
  mean curvature: frozen 5.3979, relaxed 0.1373 eV
  |integral of eps + I| = 0.00015 eV
full-x+VWN: I 12.6026, eps(1) -15.2803, eps(0) -10.6580 eV
  J -2.6777, S 1.9446 eV
  D at f=0.25,0.50,0.75: 0.3973, 0.5722, 0.4636 eV
  Hermite prediction:    0.3990, 0.5778, 0.4677 eV
  mean curvature: frozen 0.3205, relaxed -4.5776 eV
  |integral of eps + I| = 0.00054 eV
HF: I 11.0089, eps(1) -13.8546, eps(0) -8.9140 eV
  J -2.8456, S 2.0949 eV
  D at f=0.25,0.50,0.75: 0.4210, 0.6042, 0.4902 eV
  Hermite prediction:    0.4280, 0.6176, 0.4984 eV
  mean curvature: frozen 0.0000, relaxed -4.8336 eV
  |integral of eps + I| = 0.00004 eV
largest |D|, tuned/LDA = 0.0115
largest |D|, tuned/full-x+VWN = 0.0300
```
